# Janak's theorem and Slater's half-occupation rule, part 1

(Sections cited here and not found follow in the second part.)

## First half: the slope of the energy

Q: I am told that a Kohn–Sham eigenvalue is the derivative of the total energy with respect to an occupation. I doubt that the sentence has a meaning. An orbital is occupied or it is empty. What is there to differentiate?

A: The energy has to be extended to fractional occupations first. I use hartree atomic units and real orbitals $\phi_i$, with $\langle\phi_i|\phi_j\rangle=\delta_{ij}$. Give each orbital a number $n_i$ and define

$$\rho(\mathbf r)=\sum_i n_i\phi_i(\mathbf r)^2,$$

$$E=\sum_i n_i\langle\phi_i|t+v|\phi_i\rangle+E_H[\rho]+E_{xc}[\rho].$$

Here $t=-\tfrac12\nabla^2$, $v$ is the attraction of the fixed nuclei, and

$$E_H=\frac12\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'.$$

If $\phi_i$ is a spin orbital, $n_i$ runs from 0 to 1. If it is a spatial orbital shared by both spins, and the functional ignores spin polarization, $n_i$ runs from 0 to 2. Nothing in these formulas requires $n_i$ to be an integer.

Q: That is a function of the occupations and the orbitals together. Which orbitals go in?

A: Those that make $E$ stationary under every change that keeps them orthonormal, with the occupations held fixed. Inserting them leaves a function of the occupations alone, $E(n_1,n_2,\dots)$. As the occupations change, I follow one stationary solution smoothly. If the larger occupations sit on the lower orbitals, I expect it to be the minimum, but the slope will need stationarity and no more.

Q: Then I object to the next step before you take it. The Kohn–Sham equations can be reached by rotating the occupied orbitals among themselves until a matrix of multipliers is diagonal. That rotation is free only if the occupied orbitals are equally occupied. With unequal occupations it changes the density.

A: The objection is correct, and unequal occupations need their own argument. Start with the first-order change of $E$ when the orbitals change by $\delta\phi_i$. The density changes by

$$\delta\rho=2\sum_i n_i\phi_i\,\delta\phi_i .$$

In $E_H$ either factor $\rho$ may change. The two contributions are equal, because the kernel is symmetric in $\mathbf r$ and $\mathbf r'$, and they cancel the factor $\tfrac12$:

$$\delta E_H=\int v_H\,\delta\rho\,d\mathbf r,\qquad v_H(\mathbf r)=\int\frac{\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r'.$$

The exchange-correlation potential is defined by $\delta E_{xc}=\int v_{xc}\,\delta\rho\,d\mathbf r$, so I assume that $E_{xc}$ has such a derivative. Since $t+v$ is Hermitian and the orbitals are real, $\langle\phi_i|t+v|\phi_i\rangle$ changes by $2\langle\delta\phi_i|t+v|\phi_i\rangle$. Together,

$$\delta E=2\sum_i n_i\langle\delta\phi_i|h|\phi_i\rangle,\qquad h=t+v+v_H+v_{xc}. \tag{1}$$

Now rotate two orbitals into each other:

$$\phi_a(\theta)=\cos\theta\,\phi_a+\sin\theta\,\phi_b,$$

$$\phi_b(\theta)=\cos\theta\,\phi_b-\sin\theta\,\phi_a .$$

They stay orthonormal. Differentiation gives $d\phi_a(\theta)/d\theta=\phi_b(\theta)$ and $d\phi_b(\theta)/d\theta=-\phi_a(\theta)$. Put these into (1):

$$\frac{dE}{d\theta}=2n_a\langle b|h|a\rangle-2n_b\langle a|h|b\rangle=2(n_a-n_b)\langle a|h|b\rangle. \tag{2}$$

The last step uses $\langle b|h|a\rangle=\langle a|h|b\rangle$. At a stationary point the left side vanishes. If $n_a\neq n_b$, then $\langle a|h|b\rangle=0$: unequal occupations force the off-diagonal element to zero.

Q: And if $n_a=n_b$?

A: Then (2) says nothing about $\langle a|h|b\rangle$, but your free rotation is available. With equal occupations $\phi_a(\theta)^2+\phi_b(\theta)^2$ does not depend on $\theta$, because the cross terms cancel. The density is unchanged, and so is $h$. I can therefore diagonalize $h$ inside each group of equally occupied orbitals, the empty ones included. All off-diagonal elements are then zero. Since the full set of orbitals, occupied and empty, spans the space, expanding $h\phi_a$ in it gives

$$h\phi_a=\sum_b\phi_b\langle b|h|a\rangle=\varepsilon_a\phi_a,\qquad \varepsilon_a=\langle a|h|a\rangle. \tag{3}$$

In a finite basis the same statement holds for $h$ projected on that basis.

Q: Formula (2) carries much of the weight. At a stationary point both of its sides vanish, so agreement there would not test the factor in front. Has it been tried where the answer is not zero?

A: Yes, on the beryllium atom, which will serve throughout. The functional is the local density approximation without spin polarization, with Slater exchange and VWN correlation. The basis has 14 Gaussians of s type. I write occupations as $(n_{1s},n_{2s})$.

At $(2,1.5)$ the self-consistent 1s and 2s orbitals were deliberately rotated by 0.1 rad, away from the stationary point. There the numerical derivative of the energy is 0.3739 hartree per radian. The right side of (2), with $h$ built from the density of the rotated orbitals, is also 0.3739. The factor $2(n_a-n_b)=2(2-1.5)$ equals 1, so this is the size of the matrix element itself. The value belongs to 1s and 2s orbitals of opposite sign at the nucleus. With equal signs the same angle turns the other way, and the derivative is 0.3686. At zero angle the derivative vanishes within the tolerance of the test.

Q: I accept the eigenvalue equation. But when I change $n_i$, every orbital changes, the density changes, and $h$ changes with it. How can one eigenvalue be the whole derivative?

A: Separate the two ways in which $E$ depends on $n_i$. First keep the orbitals fixed. Then $\partial\rho/\partial n_i=\phi_i^2$, and

$$\left.\frac{\partial E}{\partial n_i}\right|_{\phi}=\langle\phi_i|t+v|\phi_i\rangle+\int(v_H+v_{xc})\phi_i^2\,d\mathbf r=\langle\phi_i|h|\phi_i\rangle=\varepsilon_i .$$

Next let the orbitals respond. Equation (1) gives their contribution, with $\delta\phi_j$ replaced by $\partial\phi_j/\partial n_i$:

$$2\sum_j n_j\Big\langle\frac{\partial\phi_j}{\partial n_i}\Big|h\Big|\phi_j\Big\rangle
=2\sum_j n_j\varepsilon_j\Big\langle\frac{\partial\phi_j}{\partial n_i}\Big|\phi_j\Big\rangle
=\sum_j n_j\varepsilon_j\frac{\partial}{\partial n_i}\langle\phi_j|\phi_j\rangle=0 .$$

The first equality uses (3). The last holds because each orbital stays normalized, so that $\langle\phi_j|\phi_j\rangle=1$ for every value of $n_i$. What remains is Janak's theorem:

$$\boxed{\frac{\partial E}{\partial n_i}=\varepsilon_i} \tag{4}$$

The orbitals do respond. The energy does not notice at first order, because it is stationary with respect to them.

Q: I still miss the change of $h$. If I write the energy through the eigenvalues, they all shift when $n_i$ changes. Where did those shifts go?

A: They cancel against the terms that correct for double counting. The sum $\sum_j n_j\varepsilon_j$ contains $\int v_H\rho\,d\mathbf r=2E_H$ and $\int v_{xc}\rho\,d\mathbf r$, so

$$E=\sum_j n_j\varepsilon_j-E_H+E_{xc}-\int v_{xc}\rho\,d\mathbf r .$$

Write a prime for $\partial/\partial n_i$. Differentiating $\varepsilon_j=\langle\phi_j|h|\phi_j\rangle$, the changes of the orbital drop out by normalization, as before. This leaves $\varepsilon_j'=\langle\phi_j|v_H'+v_{xc}'|\phi_j\rangle$, and therefore

$$\Big(\sum_j n_j\varepsilon_j\Big)'=\varepsilon_i+\int\rho\,(v_H'+v_{xc}')\,d\mathbf r .$$

The other terms give

$$-\int v_H\rho'\,d\mathbf r+\int v_{xc}\rho'\,d\mathbf r-\int v_{xc}'\rho\,d\mathbf r-\int v_{xc}\rho'\,d\mathbf r .$$

The second and fourth cancel. The symmetry of the Coulomb kernel gives $\int v_H\rho'\,d\mathbf r=\int v_H'\rho\,d\mathbf r$. Adding the two results leaves $\varepsilon_i$. The eigenvalues do shift, but the energy is not their sum.

Q: A potential is defined up to a constant. Add a constant to $h$ and every eigenvalue moves, while physics stays the same. How can an eigenvalue equal a slope of the energy?

A: Changing $n_i$ changes the number of electrons, so the constant matters. Replace $v$ by $v+c$. The energy gains $c\sum_j n_j$, its derivative with respect to $n_i$ gains $c$, and so does $\varepsilon_i$. Both sides of (4) move together.

The same reasoning fixes the constant in $v_{xc}$. The relation $\delta E_{xc}=\int v_{xc}\delta\rho\,d\mathbf r$ must hold for density changes with $\int\delta\rho\,d\mathbf r\ne0$. If it were required only at fixed electron number, a constant could be added to $v_{xc}$ freely and (4) would lose its meaning.

Q: Show me numbers, and not for one favourable orbital.

A: The slope can be computed from total energies alone, without any eigenvalue. For a small step $d$,

$$E(n+d)-E(n-d)=2dE'+\tfrac13d^3E'''+\dots,$$

$$E(n+2d)-E(n-2d)=4dE'+\tfrac83d^3E'''+\dots$$

Eight times the first line minus the second is $12dE'$, with the cubic terms gone. Dividing by $12d$ with $d=0.02$ gives these slopes, in hartree:

| occupations $(n_{1s},n_{2s})$ | varied | slope of $E$ | eigenvalue |
|---|---|---|---|
| (2, 1.5) | 2s | −0.347549 | −0.347549 |
| (1.8, 1.3) | 1s | −4.473989 | −4.473989 |
| (1.8, 1.3) | 2s | −0.500629 | −0.500629 |

Every energy in the differences belongs to a new self-consistent calculation. In the last two rows both shells are fractional and unequal, which is the case you worried about.

The finite basis does no harm to this comparison. The energy is stationary within the basis, and the proof never leaves it.

Q: If relaxation does not count, I could freeze the orbitals and save work.

A: For the slope at one point, yes. Over a finite change of occupation, no. Suppose that the stationary solution is the minimum. Take the self-consistent orbitals at $n=m$, keep them, and vary only the occupation. Call the resulting energy $F(n)$. At any other $n$ these are trial orbitals, so $F(n)\ge E(n)$, while $F(m)=E(m)$. The difference $F-E$ therefore has a minimum at $m$, which means

$$F'(m)=E'(m),\qquad F''(m)\ge E''(m).$$

For beryllium at $(2,1.5)$ the frozen and relaxed slopes agree. The curvature with respect to the 2s occupation is 0.3272 hartree for frozen orbitals and 0.2972 for relaxed ones. Relaxation thus lowers it by $0.3272-0.2972=0.0300$ hartree, about 9% of the frozen value.

Q: Where could (4) itself fail?

A: The proof differentiates the orbitals with respect to $n_i$, so the stationary solution must change smoothly. If two solutions exchange roles, or the solution jumps to another symmetry, the slope can jump too.

Equal occupations need some care. Once $n_a$ is moved away from $n_b$, (2) demands $\langle a|h|b\rangle=0$. The orbitals to use at the starting point are therefore those that diagonalize $h$, and I take their eigenvalues to be distinct so that the choice is unique. At an end of the allowed range, such as $n_i=0$, the derivative is one-sided, and an empty orbital is understood as the limit of a slightly filled one.

Q: So minus the eigenvalue is the energy needed to remove an electron.

A: That does not follow. Equation (4) gives the cost per electron of an infinitesimal removal, within the chosen functional. Removing a whole electron moves the occupation by one, and the slope may change on the way.

## Second half: from the slope to a whole electron

Q: Before we go on, state what I may now use.

A: The occupation of orbital $i$ is $n_i$, and $E$ is the energy with self-consistent orbitals at fixed occupations. The eigenvalue of the Kohn–Sham operator $h$ is $\varepsilon_i$, and Janak's theorem says $\partial E/\partial n_i=\varepsilon_i$ as long as the solution changes smoothly.

From here one occupation $n$ varies and the others stay fixed. I write $E(n)$ and $\varepsilon(n)=E'(n)$, with primes for derivatives with respect to $n$. The example is the beryllium atom in the spin-unpolarized local density approximation, with two electrons in 1s and $n$ in 2s. The neutral atom has $n=2$ and the ion $n=1$.

Q: Then how do I get the energy of a whole electron from a slope?

A: Integrate the slope:

$$E(2)-E(1)=\int_1^2\varepsilon(n)\,dn. \tag{5}$$

This is exact for the chosen functional if the solution is smooth over the interval. The self-consistent results, in hartree, are:

| $n$ | $E(n)$ | $\varepsilon(n)$ |
|---|---|---|
| 1.00 | −14.09754 | −0.50117 |
| 1.25 | −14.21306 | −0.42324 |
| 1.50 | −14.30935 | −0.34755 |
| 1.75 | −14.38708 | −0.27484 |
| 2.00 | −14.44707 | −0.20575 |

The energies give $E(2)-E(1)=-14.44707+14.09754=-0.34953$. A numerical integral of the eigenvalue over the interval also gives $-0.34953$.

Q: An integral needs the eigenvalue at many occupations. That is more work than subtracting two total energies. Can one calculation do?

A: One evaluation can approximate the integral, and the question is where to place it. Let the occupation change by $\Delta$ about the midpoint $m$, and put $s=\Delta/2$. If $E$ has a continuous third derivative, Taylor's theorem gives

$$E(m+s)=E(m)+sE'(m)+\tfrac12s^2E''(m)+\tfrac16s^3E'''(\xi_+),$$

$$E(m-s)=E(m)-sE'(m)+\tfrac12s^2E''(m)-\tfrac16s^3E'''(\xi_-),$$

with $\xi_+$ between $m$ and $m+s$, and $\xi_-$ between $m-s$ and $m$. Subtract the second line from the first. The terms in $E(m)$ and $E''(m)$ are the same in both and cancel:

$$E(m+s)-E(m-s)=2sE'(m)+\tfrac16s^3\big[E'''(\xi_+)+E'''(\xi_-)\big].$$

The average of the two third derivatives lies between them. Since $E'''$ is continuous, it takes this average value at some $\xi$ between $\xi_-$ and $\xi_+$, so the bracket equals $2E'''(\xi)$. With $s^3=\Delta^3/8$ the factor is $2/(6\cdot8)=1/24$. Replacing $E'(m)$ by $\varepsilon(m)$ gives

$$\boxed{E(m+\tfrac{\Delta}{2})-E(m-\tfrac{\Delta}{2})=\Delta\,\varepsilon(m)+\frac{\Delta^3}{24}E'''(\xi)} \tag{6}$$

Dropping the last term is Slater's half-occupation rule. For the removal of one electron, $\Delta=1$ and $m=\tfrac32$ in our example. The ionization energy is the energy of the ion minus that of the atom:

$$I=E(1)-E(2)=-\varepsilon(\tfrac32)-\tfrac1{24}E'''(\xi)\approx-\varepsilon(\tfrac32).$$

For a spin orbital emptied from 1 to 0 the midpoint is $\tfrac12$, hence the name.

We have shown that a Kohn–Sham eigenvalue is the slope of the energy with respect to an occupation, and that its value at half occupation gives the energy of removing a whole electron up to a remainder in the third derivative. It remains to see why the midpoint is the right place, how large the remainder is for beryllium, and where the rule can fail.
